\section*{Why Purely Joule-Driven Reset Works at Either Polarity}

\section*{The question}

A resistive memory cell in its low-resistance state contains a conducting filament between two electrodes. A voltage pulse heats the filament, thermally activated processes dissolve part of it, and the resistance rises. This is reset. In some cells it happens with either sign of the voltage, even though the filament may be narrower at one end and hottest away from its middle. Why does the sign not matter, and which physical effects would make it matter?

\section*{The mechanism}

Heating by a resistance is friction. Carriers gain energy from the field and give it to the lattice whichever way they travel. Reversing the voltage reverses both the force on the carriers and their mean motion, so the power delivered, force times velocity, keeps its sign. The heat is also deposited in the same places. A narrow section has a large current density and a strong field for both directions of current, and it remains the place of strong heating.

If atoms leave the filament at a rate set by temperature alone, they receive no information about the sign of the voltage. This argument needs no symmetry of the cell. It does need every signed influence on heat or atoms to be absent, and the equations show where that enters.

\section*{From the mechanism to the equations}

Let $\phi$ be the electric potential, $\mathbf E=-\nabla\phi$ the field, $\mathbf J$ the current density, $T$ the temperature and $n$ the local filament state, for instance a defect concentration. The Joule-only model is
\begin{align}
\nabla\cdot\mathbf J&=0,\qquad \mathbf J=\sigma(\mathbf r,n,T,|\mathbf E|)\,\mathbf E, \label{charge}\\
C\,\partial_t T&=\nabla\cdot(\kappa\nabla T)+\mathbf J\cdot\mathbf E, \label{heat}\\
\partial_t n&=F[n,T]. \label{state}
\end{align}
Here $\sigma>0$ is the electrical conductivity, $C$ the heat capacity per volume and $\kappa$ the thermal conductivity; $C$ and $\kappa$ may depend on $\mathbf r$, $n$ and $T$. The conductivity may depend on the strength of the field but not on its sign. One electrode is at $\phi=V(t)$, the other at $\phi=0$, and no current crosses the remaining surface. The thermal boundary conditions do not contain the sign of $V$. The functional $F$ may include activated dissolution, diffusion, and drift along a temperature gradient, since none of these contains a signed field.

Suppose $(\phi,T,n)$ solves the problem for $V(t)$. Try $(-\phi,T,n)$ for $-V(t)$. The electrode conditions are met. Since
\begin{equation}
\mathbf E'=-\nabla(-\phi)=-\mathbf E,\qquad |\mathbf E'|=|\mathbf E|,
\end{equation}
the conductivity is unchanged at every point, and therefore
\begin{equation}
\mathbf J'=\sigma\mathbf E'=-\mathbf J,\qquad \nabla\cdot\mathbf J'=-\nabla\cdot\mathbf J=0 .
\end{equation}
The heat source becomes
\begin{equation}
\mathbf J'\cdot\mathbf E'=(-\mathbf J)\cdot(-\mathbf E)=\mathbf J\cdot\mathbf E .
\label{even}
\end{equation}
Equations \eqref{heat} and \eqref{state} are thus satisfied by the same $T$ and $n$ as before.

It remains to show that the cell must follow this solution. Take $n$ and $T$ at one instant and suppose that two potentials $\phi_1,\phi_2$ satisfy \eqref{charge} with the same electrode values. Put $u=\phi_1-\phi_2$. Then $\mathbf E_1-\mathbf E_2=-\nabla u$, and integration by parts gives
\begin{align}
\int(\mathbf J_1-\mathbf J_2)\cdot(\mathbf E_1-\mathbf E_2)\,d^3r
&=-\oint u(\mathbf J_1-\mathbf J_2)\cdot d\mathbf S\nonumber\\
&\quad+\int u\,\nabla\cdot(\mathbf J_1-\mathbf J_2)\,d^3r=0 .
\end{align}
The surface term vanishes because $u=0$ on the electrodes and no current crosses the other surfaces. The last term vanishes by charge conservation. If $\mathbf J$ grows with $\mathbf E$ in the sense that $(\mathbf J_1-\mathbf J_2)\cdot(\mathbf E_1-\mathbf E_2)>0$ for different fields, as it does when $\sigma$ is independent of field, the two fields must coincide. The potential is then fixed by the present $T$, $n$ and $V$, and so is the heat source.

Both polarities therefore obey the same evolution equations for $T$ and $n$. Assuming that these equations determine a unique evolution from given initial data, equal starting states give
\begin{equation}
T_{-V}(\mathbf r,t)=T_{+V}(\mathbf r,t),\qquad n_{-V}(\mathbf r,t)=n_{+V}(\mathbf r,t).
\label{result}
\end{equation}
An activated rate with attempt frequency $\nu$ and barrier $E_a$,
\begin{equation}
k(T)=\nu\exp\!\left(-\frac{E_a}{k_BT}\right),
\label{rate}
\end{equation}
then has the same value at every point and time. If a conducting fraction $s$ obeys $\partial_t s=-k(T)s$ with $s=1$ at the start, division by $s$ and integration give
\begin{equation}
s(\mathbf r,t)=\exp\!\left[-\int_0^t k\bigl(T(\mathbf r,t')\bigr)\,dt'\right],
\label{survival}
\end{equation}
which is also unchanged. So is the time at which the resistance reaches any chosen value.

Three consequences follow.
\begin{itemize}
\item The model has no displacement current, so \eqref{even} applies separately at each instant. Only $|V(t)|$ matters, and an ideal square wave of alternating sign heats like a constant voltage.
\item If several steady temperature fields are possible at one voltage, reversal maps the set of them onto itself. Equal histories select the same member.
\item A series resistor preserves the symmetry because its voltage drop is odd in current. A transistor or diode that limits the current differently in the two directions does not.
\end{itemize}

The theorem was tested on an irregular two-dimensional network of $9\times6$ nodes with random conductances, one electrode covering a full edge and the other half of the opposite edge. With link conductances even in the voltage drop, exchanging the electrode potentials changed the temperatures by $1.2\times10^{-15}$ of the peak rise, which is rounding error. Adding a rectifying term to the links raised the change to $0.107$.

\section*{A temperature formula that contains $V^2$}

Consider a thin metallic filament of varying cross-section $A(z)$, with both ends at $T_0$ and no heat loss through its side. Let the electrons carry the heat, so that $\kappa=L_0T\sigma$ with the Lorenz number $L_0=(\pi^2/3)(k_B/e)^2$. In steady state the current $I=-\sigma A\,d\phi/dz$ is the same at every $z$, and
\begin{equation}
\frac{d}{dz}\left(\kappa A\frac{dT}{dz}\right)+\frac{I^2}{\sigma A}=0 .
\label{wire}
\end{equation}
Use $\phi$ as the coordinate: $d/dz=-(I/\sigma A)\,d/d\phi$. Then
\begin{equation}
\kappa A\frac{dT}{dz}=-L_0I\,T\frac{dT}{d\phi}=-\frac{L_0I}{2}\frac{d(T^2)}{d\phi}.
\end{equation}
A second derivative with respect to $z$ brings another factor $-I/(\sigma A)$, so \eqref{wire} becomes
\begin{equation}
\frac{I^2}{\sigma A}\left[\frac{L_0}{2}\frac{d^2(T^2)}{d\phi^2}+1\right]=0
\quad\Longrightarrow\quad \frac{d^2(T^2)}{d\phi^2}=-\frac{2}{L_0}.
\end{equation}
With $T=T_0$ at $\phi=0$ and $\phi=V$, two integrations give
\begin{equation}
T^2=T_0^2+\frac{\phi(V-\phi)}{L_0},\qquad
T_{\rm peak}^2=T_0^2+\frac{V^2}{4L_0}.
\label{peak}
\end{equation}
The peak lies at $\phi=V/2$, and the taper has dropped out of its height. For negative $V$ the potential lies between $V$ and zero, so $\phi(V-\phi)$ is still positive.

For $V=0.20$ V, $T_0=300$ K and $L_0=2.443\times10^{-8}$ V$^2$/K$^2$,
\begin{equation}
T_{\rm peak}=\sqrt{9.00\times10^4+\frac{0.0400}{9.772\times10^{-8}}}\ {\rm K}=707\ {\rm K}.
\end{equation}
A numerical solution for a filament tapering from 6 to 3 nm radius gives 706.6 K for both signs, in agreement with the formula.

Side loss $G(T-T_0)$ per length, with $G>0$, subtracts from the left side of \eqref{wire}. The same change of variable then gives
\begin{equation}
\frac{d^2(T^2)}{d\phi^2}=-\frac{2}{L_0}+\frac{2\sigma AG}{L_0I^2}(T-T_0).
\end{equation}
The added term is positive in a heated filament. The difference between $T^2$ and the loss-free parabola in \eqref{peak} therefore has a positive second derivative and vanishes at both ends, so it is negative in between, and the peak is lower. It contains $I^2$, so side loss does not reveal the polarity either.

\section*{The numbers for a tapered filament}

The example is a metallic filament in the rough regime of unipolar nickel-oxide memory. It is 30 nm long, tapers from 6 to 3 nm radius and carries 0.30 V. Its resistivity is 100 $\mu\Omega\,$cm at 300 K and rises by $0.0010$ per kelvin relative to that value. Its electrons carry the heat along it, with $\kappa=L_0T\sigma$ as before, and its heat capacity is 4.0 J/(cm$^3$\,K). Heat also leaves sideways through oxide of conductivity 1.0 W/(m\,K), out to a radius of 30 nm. The temperature is taken as uniform over each cross-section, and both ends are held at 300 K. Positive polarity means that the wide end is at $+V$.

Before dissolution the peak temperature is 849 K, 20.7 nm from the wide end, for both polarities. The current is $+0.409$ or $-0.409$ mA, so the power is
\begin{equation}
P=(0.409\ {\rm mA})(0.30\ {\rm V})=123\ \mu{\rm W}
\end{equation}
in both cases. Without side loss, \eqref{peak} would give 1005 K.

With $E_a=1.20$ eV, $\nu=10^{13}$ s$^{-1}$ and $k_BT=73.15$ meV at the hottest place,
\begin{equation}
k=10^{13}\,e^{-1200/73.15}\ {\rm s^{-1}}\approx7.5\times10^5\ {\rm s^{-1}} .
\end{equation}
Over the whole filament the computed rates for the two signs differ by at most $4\times10^{-13}$ of their value.

For the time-dependent case, \eqref{survival} describes the conducting fraction of each cross-section, and oxide replaces the dissolved part. Reset onset is defined as a doubling of the resistance that the filament would show if read at 300 K. With the filament divided into 60 cells, it occurs after 3.37 $\mu$s at either polarity, and also when the polarity alternates every 10 ns. A finer division lengthens this time by about 2\%, to 3.43 $\mu$s. The other reset times quoted below are also for 60 cells and lengthen in the same proportion, while their ratios change by less than 0.2\%. With 60 cells the most dissolved section has $s=0.083$ at onset. By \eqref{survival} its mean rate was
\begin{equation}
\frac{-\ln 0.083}{3.37\ \mu{\rm s}}=7.4\times10^5\ {\rm s^{-1}},
\end{equation}
close to the initial peak rate, because the hot spot stays within about 15 K of its initial temperature until onset. On a finer division $s$ is 0.084 and the mean rate is $7.2\times10^5$ s$^{-1}$.

The peak reaches 90\% of its steady rise in 0.036 ns if only the filament stores heat. The surrounding oxide must warm too, which slows the last part of the rise. With the same heat capacity per volume in the oxide and only radial heat flow there, 90\% takes about 0.25 ns. A real alternating pulse passes through zero voltage in a finite time, and the filament cools if that passage is not short compared with this thermal response. Such a pulse no longer has the same $|V(t)|$ as a constant one.

Symmetry does not ensure success at a given magnitude. At 0.20 V the peak cannot exceed the loss-free 707 K, where \eqref{rate} gives about $2.8\times10^4$ s$^{-1}$, or a time constant of 36 $\mu$s. A pulse of a few microseconds would then leave the filament nearly intact at both polarities.

\section*{What makes polarity visible}

\subsection*{Thomson heat}

A current flowing along a temperature gradient exchanges heat with the lattice. With Thomson coefficient $\tau$, equation \eqref{heat} gains the source $-\tau\mathbf J\cdot\nabla T$. Reversal changes the sign of $\mathbf J$ but not that of a given $\nabla T$, so this term is odd. In a homogeneous filament with equal end temperatures, the accompanying Seebeck field is the gradient of a function of $T$ and adds nothing to the total voltage.

For constant coefficients and cross-section, let $x=z/L$, $\theta=T-T_0$, $p=\tau JL/\kappa$ and $q=J^2L^2/(\sigma\kappa)$. The steady equation and its solution with $\theta(0)=\theta(1)=0$ are
\begin{equation}
\theta''-p\theta'+q=0,\qquad
\theta=\frac qp\left[x-\frac{e^{px}-1}{e^p-1}\right].
\end{equation}
Setting $\theta'=0$ gives $e^{px_*}=(e^p-1)/p$, hence
\begin{align}
x_*&=\frac1p\ln\frac{e^p-1}{p}
=\frac1p\ln\left(1+\frac p2+\frac{p^2}{6}+\cdots\right)\nonumber\\
&=\frac1p\left(\frac p2+\frac{p^2}{6}-\frac{p^2}{8}+\cdots\right)
=\frac12+\frac p{24}+\cdots .
\end{align}
For positive $\tau$ the hot spot moves in the direction of the current.

In the tapered example a rough metallic value $\tau=10$ $\mu$V/K gives peaks of 849.1 and 848.4 K for positive and negative polarity. The largest difference at any fixed point is 12.1 K. Doubling $\tau$ doubles it to 24.1 K, as expected for a leading odd effect. Reset onset becomes 3.35 and 3.41 $\mu$s, a difference of about 2\%. A finer division raises both peaks by about 0.2 K, lowers the 12.1 K to 12.0 K and gives onsets of 3.41 and 3.47 $\mu$s.

Equal reset times do not prove that Thomson heat is absent. In a mirror-symmetric filament, reflection reverses $dT/dz$ while voltage reversal reverses $J$, so their product survives the two operations together. Reversal then merely mirrors the temperature profile, leaving its peak and the total dissolution rate unchanged. For a uniform filament of 4 nm radius the local difference is 11.4 K, but it vanishes to rounding error when one profile is mirrored.

\subsection*{Forces on ions}

An ion of charge $Q$ feels the force $F_i=QE$. For a jump of length $a$ with its saddle point halfway, the force does work $F_ia/2$ on the way to the saddle. To first order in the force the barriers are $E_a\mp F_ia/2$ along and against it, so
\begin{equation}
\frac{k_+}{k_-}=\exp\!\left(\frac{F_ia}{k_BT}\right).
\end{equation}
The resulting drift velocity is
\begin{equation}
v=a(k_+-k_-)=2ak\sinh\frac{F_ia}{2k_BT}\approx\frac{DF_i}{k_BT},\qquad D=a^2k,
\end{equation}
which is odd in $V$. Momentum transfer from the electrons can be included through an effective charge.

Take $Q=2e$ and $a=0.3$ nm. The initial field at the hot spot is 0.131 MV/cm, or 0.0131 V/nm, and $F_ia/2=3.9$ meV. The jump ratio is $e^{7.86/73.15}=1.11$. As a deliberately strong bias, let dissolution proceed only by jumps towards the narrow end. Onset then takes 2.94 $\mu$s at positive and 3.85 $\mu$s at negative polarity, a ratio of 1.31. This exceeds the initial jump ratio because a dissolving section takes a growing share of the fixed voltage. Its field is $I\rho/(sA)$, with $\rho$ the resistivity. In the force-free calculation above, the doubled resistance roughly halves $I$ by onset, while $s$ falls to 0.083 in the most dissolved section. The field there therefore grows by a factor of about $0.5/0.083\approx6$.

How much drift matters depends on the escape path. Radial diffusion over the local radius $r=3.93$ nm takes about $r^2/(4D)$. With the jump rate used above this would be 57 $\mu$s, much longer than the reset time, so \eqref{survival} describes loss by a single activated step and not this slower diffusion. The axial drift during radial diffusion does not depend on $D$, however. In the initial field it is
\begin{equation}
v\,\frac{r^2}{4D}\approx\frac{F_ir^2}{4k_BT}=1.4\ {\rm nm},
\end{equation}
small compared with the length of 30 nm. A sixfold field at the same radius and temperature would raise it to about 8 nm, so drift can matter more as dissolution proceeds. If the ions must instead travel the whole length of a filament that is everywhere as hot as the hot spot, the ratio of diffusion time $L^2/D$ to drift time $L/v$ is about $QV/(k_BT)=0.60/0.073\approx8$. Drift then dominates, and the Joule-only model is unsuitable. With ends at 300 K and a barrier of 1.20 eV, as in the example, ions near the electrodes are too slow to make this journey during a pulse.

\section*{The model beside a real cell}

Unipolar nickel-oxide cells reset at roughly 0.5 to 1 V, often with currents of the order of a milliampere. The example's 0.30 V and 0.41 mA are on the low side, and its voltage excludes drops in leads and contacts. The oxide thermal conductivity is also low: crystalline nickel oxide conducts heat considerably better, which would increase side loss and the voltage needed. The example also counts only radial heat flow in the oxide. Flow through the oxide to the cold electrodes would lower the peak from 849 K to about 775 K and the peak rate about fivefold, so the reset times are illustrative. Finally, electrons and lattice share one temperature in the model. Heat that leaves through the oxide must first pass from the electrons to the lattice, and for a coupling of $10^{18}$ W/(m$^3$\,K) this requires a difference of roughly 35 K at the hot spot. The lattice peak then falls to about 825 K, and a rate set by the lattice temperature falls by about 40\%. For a coupling of $3\times10^{17}$ W/(m$^3$\,K) the difference is about 100 K and the rate falls about fivefold. Real electrodes are not ideally cold either. If half the power enters an electrode of conductivity 50 W/(m\,K) through a disc of 3 nm radius, the contact warms by about 100 K. Raising both ends by this amount in \eqref{peak}, with the other contribution to $T_{\rm peak}^2$ held fixed, moves 849 K to about 890 K and roughly doubles the peak rate. For heat spreading in the electrode alone this is a generous upper estimate, because less than half the power reaches the narrow contact, the wider contact warms less and the side loss grows with temperature. Solving the heat balance with this spreading resistance at both contacts gives about 75 K at the narrow contact, a peak near 860 K and a peak rate about 1.3 times higher. A thermal resistance of the contact itself would add to the warming: at a boundary conductance of $10^{10}$ W/(m$^2$\,K), half the power would add about 200 K. The warmer contact takes less heat, however, and with both resistances in the heat balance the narrow contact warms by about 210 K in all and the peak reaches about 890 K. This heating is even in $V$, so it shortens reset equally for both signs. Peltier heat at the contact is odd; for a Seebeck difference of 10 $\mu$V/K and heat spreading alone it shifts the temperature of a contact at 300 to 400 K by 2 to 3 K, upwards or downwards according to polarity.

\section*{Calculated quantities}
\begin{verbatim}
Ambient temperature: 300 K; applied voltage: 0.30 V
Filament length: 30 nm
Radius, wide and narrow end: 6, 3 nm
Outer radius for side loss: 30 nm
Resistivity at ambient: 100 microohm cm
Resistivity temperature coefficient: 0.0010 1/K
Oxide thermal conductivity: 1.0 W/(m K)
Heat capacity: 4.0 J/(cm3 K)
Activation energy: 1.20 eV; attempt rate: 1.0e+13 1/s
Lorenz number: 2.4430e-08 V2/K2
2D network, relative T change, even law: 1.2e-15
2D network, relative T change, rectifying law: 0.107
No side loss, test voltage: 0.20 V
Peak T from formula: 706.6 K
Peak T numerical, +/-: 706.6, 706.6 K
Thomson test coefficient: 50 microV/K
Thomson test +: p = 1.364, peak z/L = 0.556
Thomson test -: p = -1.364, peak z/L = 0.444
Worked peak T, +/-: 848.89, 848.89 K
Worked peak position, +/-: 20.69, 20.69 nm
Largest local T difference: 1.3e-11 K
Largest relative rate difference: 4.0e-13
Current, +/-: 0.4091, -0.4091 mA
Joule power: 122.7 microW
Activated rate at peak T: 7.511e+05 1/s
Time to 90% of steady peak rise: 0.036 ns
Reset onset (read resistance doubled), +: 3370.32 ns
Reset onset, -: 3370.32 ns
Reset onset, alternating every 10 ns: 3370.32 ns
Smallest conducting fraction at onset: 0.083
Final T difference between polarities: 9.8e-09 K
Example Thomson coefficient: 10 microV/K
Thomson peak T, +/-: 849.14, 848.41 K
Thomson peak position, +/-: 20.88, 20.51 nm
Thomson largest local T difference: 12.07 K
Same with doubled Thomson coefficient: 24.12 K
Thomson reset onset, +/-: 3347.32, 3411.12 ns
Uniform 4 nm filament, Thomson local difference: 11.44 K
Same after mirroring one profile: 9.0e-12 K
Ion charge: 2 e; jump length: 0.3 nm
Field at hottest cell: 0.131 MV/cm
Barrier change per direction: 3.93 meV
Thermal energy at hottest cell: 73.15 meV
Forward/backward ionic jump ratio: 1.113
One-way-jump reset onset, +/-: 2940.88, 3853.97 ns
Filament radius at hottest cell: 3.93 nm
Axial drift during radial escape: 1.38 nm
Electrode thermal conductivity: 50 W/(m K)
Neglected electrode heating, estimate: 102 K
Neglected contact Peltier shift, estimate: 2.05 K
\end{verbatim}
